# Transmission through a smooth graphene p-n contact in a uniform field: test program

```python
"""Transmission through a graphene p-n contact with a uniform junction field.

Result under test: T(k) = exp(-pi k^2 l^2), l = sqrt(hbar v / F), for
H = v (sigma_x p_x + sigma_y p_y) + F x with conserved transverse wavenumber k.
v: band velocity, F: slope of the total electron potential energy.
Inside the program potentials are divided by hbar v, so they are wavenumbers.
Dimensionless tests use l = 1, q = k l and nu = q^2 / 2.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)


def lead_modes(k, u):
    """Flat-lead spinors, ordered left-moving then right-moving, unit current."""
    generator = np.array([-1j * SX @ (kk * SY + u * np.eye(2)) for kk in k])
    _, vectors = np.linalg.eig(generator)
    current = 2 * np.real(np.conj(vectors[:, 0, :]) * vectors[:, 1, :])
    order = np.argsort(current, axis=1)
    vectors = np.take_along_axis(vectors, order[:, None, :], axis=2)
    current = np.take_along_axis(current, order, axis=1)
    assert np.all(current[:, 0] < 0) and np.all(current[:, 1] > 0)
    return vectors / np.sqrt(np.abs(current))[:, None, :]


def transmission(k, potential, half, energy=0.0, slices=3000):
    """Carry the outgoing right-lead spinor back to the left lead."""
    k = np.atleast_1d(np.asarray(k, float))
    h = -2 * half / slices
    x = half + h * (np.arange(slices) + 0.5)
    u = potential(x) - energy
    lam = np.sqrt(k[None, :]**2 - u[:, None]**2 + 1e-24 + 0j)
    c, s = np.cosh(lam * h), np.sinh(lam * h) / lam
    out = lead_modes(k, potential(half) - energy)[:, :, 1]
    top, bottom = out[:, 0], out[:, 1]
    for j in range(slices):
        new_top = c[j] * top + s[j] * (k * top - 1j * u[j] * bottom)
        new_bottom = c[j] * bottom + s[j] * (-k * bottom - 1j * u[j] * top)
        top, bottom = new_top, new_bottom
    modes = lead_modes(k, potential(-half) - energy)
    psi = np.stack([top, bottom], axis=1)[:, :, None]
    amp = np.linalg.solve(modes, psi)[:, :, 0]
    t = 1 / np.abs(amp[:, 1])**2
    r = np.abs(amp[:, 0])**2 * t
    assert np.max(np.abs(t + r - 1)) < 1e-7
    return t


def linear(x):
    return x


# Uniform field: numerical scattering against the Gaussian law
q_test = np.array([-0.6, 0.0, 0.3, 0.6, 0.9, 1.2])
t_num = transmission(q_test, linear, 20.0, slices=20000)
t_law = np.exp(-np.pi * q_test**2)
uniform_error = np.max(np.abs(t_num / t_law - 1))
assert uniform_error < 2e-3
assert abs(t_num[0] - t_num[3]) < 1e-6
t_shift = transmission(q_test, linear, 20.0, energy=3.0, slices=20000)
energy_error = np.max(np.abs(t_shift / t_num - 1))
assert energy_error < 2e-3

# Sum over transverse modes and shot-noise (Fano) factor
node, weight = np.polynomial.legendre.leggauss(24)
q_node, q_weight = 1.1 * (node + 1), 1.1 * weight
t_node = transmission(q_node, linear, 20.0, slices=20000)
mode_sum = 2 * np.sum(q_weight * t_node)
fano = 2 * np.sum(q_weight * t_node * (1 - t_node)) / mode_sum
assert abs(mode_sum - 1) < 2e-3
assert abs(fano - (1 - 1 / np.sqrt(2))) < 2e-3

# Tunnelling exponent from the imaginary longitudinal wavenumber
q0 = 0.8
action = 2 * quad(lambda x: np.sqrt(max(q0**2 - x**2, 0)), -q0, q0)[0]
assert abs(action - np.pi * q0**2) < 1e-6


# Integral solution G(z), evaluated by quadrature on a convergent path
def moment(z, nu, power):
    def f(r):
        return r**(power - 1j * nu) * mp.exp(-1j * r * r / 4 - 1j * r * z)
    turn = max(0.0, -2 * z) + 2.0
    ray = mp.exp(-1j * mp.pi / 4)
    pts = [float(p) for p in np.linspace(0, turn, int(turn) + 1)]
    first = mp.quad(f, pts)
    tail = mp.quad(lambda s: f(turn + ray * s) * ray, [0, 1, 2, 5, 14])
    return complex(first + tail)


nu0, far = q0**2 / 2, 12.0
m0, m1, m2 = [moment(-1.3, nu0, p) for p in (0, 1, 2)]
residual = -m2 + 2 * 1.3 * m1 - (2j + q0**2) * m0
assert abs(residual) < 1e-7
currents, g_far = [], []
for z in (-far, far):
    g, dg = moment(z, nu0, 0), -1j * moment(z, nu0, 1)
    a = (dg - 2j * z * g) / q0
    currents.append(abs(a)**2 - abs(g)**2)
    g_far.append(g)
assert abs(currents[0] / currents[1] - 1) < 1e-6
gamma = complex(mp.gamma(1 - 1j * nu0))
right_form = gamma * (1j * far)**(-1 + 1j * nu0)
left_form = (2 * np.sqrt(np.pi) * (2 * far)**(-1j * nu0)
             * np.exp(1j * far**2 - 1j * np.pi / 4)
             + gamma * (-1j * far)**(-1 + 1j * nu0))
assert abs(g_far[1] / right_form - 1) < 0.02
assert abs(g_far[0] / left_form - 1) < 0.02
ratio = 4 * np.pi / (4 * abs(gamma)**2 * np.exp(-np.pi * nu0) / q0**2)
assert abs(1 / (1 + ratio) - np.exp(-np.pi * q0**2)) < 1e-10

# Worked example: rough values for a gated encapsulated graphene contact
velocity, step, width = 1.0e6, 0.15, 50.0       # m/s, eV, nm
mobility, temperature = 5.0e4, 300.0            # cm2/Vs, K
hv = const.hbar * velocity / const.e * 1e9      # eV nm
k_f = step / hv
field = 2 * step / width                        # eV/nm
length = np.sqrt(hv / field)
density = k_f**2 / np.pi                        # nm^-2
quantum = 4 * const.e**2 / const.h              # S


def ramp(x):
    return np.clip(field * x, -step, step) / hv


def rounded(x):
    return step * np.tanh(field * x / step) / hv


def conductance(potential, half, energy=0.0, slices=2000):
    """Conductance per width in S/nm; energy in eV."""
    k_max = (step - abs(energy)) / hv
    if potential is rounded:
        k_max *= np.tanh(field * half / step)
    n, w = np.polynomial.legendre.leggauss(40)
    t = transmission(k_max * (n + 1) / 2, potential, half, energy / hv, slices)
    return quantum / (2 * np.pi) * k_max * np.sum(w * t)


def ohm_um(g):
    return 1 / (1000 * g)


# End corrections must vanish when the ramp is lengthened at fixed field
q_end = np.array([0.3, 0.6, 0.9])
end_dev = []
for factor in (1, 4):
    t = transmission(q_end, linear, factor * width / (2 * length), slices=8000)
    end_dev.append(np.max(np.abs(t / np.exp(-np.pi * q_end**2) - 1)))
assert end_dev[1] < end_dev[0] / 4

angles = np.array([0.0, 10.0, 20.0, 30.0])
k_angle = k_f * np.sin(np.radians(angles))
law = np.exp(-np.pi * (k_angle * length)**2)
finite = transmission(k_angle, ramp, width / 2)
half_round = 6 * step / field
smooth = transmission(k_angle, rounded, half_round, slices=6000)
assert abs(finite[0] - 1) < 1e-8 and abs(smooth[0] - 1) < 1e-8
angle_e = np.degrees(np.arcsin(1 / (np.sqrt(np.pi) * k_f * length)))

g_law = quantum / (2 * np.pi * length)
g_ramp = conductance(ramp, width / 2)
g_round = conductance(rounded, half_round, slices=6000)
g_open = quantum * k_f / np.pi

# Thermal average over the window |E| < 4 kT, renormalized
kt = const.k * temperature / const.e
assert 4 * kt < step
e_node, e_weight = np.polynomial.legendre.leggauss(9)
thermal = e_weight / np.cosh(2 * e_node)**2
g_each = [conductance(ramp, width / 2, 4 * kt * e) for e in e_node]
g_hot = np.sum(thermal * np.array(g_each)) / np.sum(thermal)

# Trigonal warping from the nearest-neighbour honeycomb band
bond = 0.142
bonds = bond * np.array([[0, 1], [np.sqrt(3) / 2, -0.5],
                         [-np.sqrt(3) / 2, -0.5]])
corner = np.array([4 * np.pi / (3 * np.sqrt(3) * bond), 0])
phi = np.linspace(0, 2 * np.pi, 361)
wave = corner + k_f * np.stack([np.cos(phi), np.sin(phi)], axis=1)
band = np.abs(np.exp(1j * wave @ bonds.T).sum(axis=1))
warping = np.max(np.abs(band / (1.5 * bond * k_f) - 1))
assert abs(warping / (bond * k_f / 4) - 1) < 0.1

# Mean free path and scaling estimate of the weakly screened field
path = const.hbar * k_f * 1e9 * mobility * 1e-4 / const.e * 1e9
path_mid = path / (k_f * length)
gradient = 2 * density / width
x_star = (np.pi * gradient)**(-1 / 3)
field_star = hv / x_star**2
law_star = np.exp(-np.pi * (k_angle * x_star)**2)
g_star = quantum / (2 * np.pi * x_star)

print(f"Uniform field, largest relative error of T: {uniform_error:.1e}")
print(f"Uniform field, relative change with energy: {energy_error:.1e}")
print(f"Mode sum l*integral T dk (law: 1): {mode_sum:.5f}")
print(f"Fano factor, numerical: {fano:.4f}")
print(f"Fano factor, law: {1 - 1 / np.sqrt(2):.4f}")
print(f"End correction of T, example ramp, q<=0.9: {100*end_dev[0]:.2f} %")
print(f"End correction of T, ramp 4x longer: {100*end_dev[1]:.3f} %")
print(f"Band velocity: {velocity:.2e} m/s")
print(f"hbar v: {hv:.4f} eV nm")
print(f"Lead potential U0: {step:.3f} eV")
print(f"Junction width d: {width:.1f} nm")
print(f"Potential slope F: {1000*field:.3f} meV/nm")
print(f"Junction field F/e: {10*field:.4f} MV/cm")
print(f"Length l: {length:.3f} nm")
print(f"Half width d/(2l): {width/(2*length):.3f}")
print(f"Fermi wavenumber: {k_f:.4f} 1/nm")
print(f"kF d: {k_f*width:.3f}")
print(f"Carrier density in each lead: {density*1e14:.3e} cm^-2")
print(f"Angle where the law gives T = 1/e: {angle_e:.2f} deg")
for i, angle in enumerate(angles):
    print(f"T at {angle:.0f} deg: law {law[i]:.4f}, "
          f"ramp {finite[i]:.4f}, tanh {smooth[i]:.4f}")
print(f"Conductance per width, law: {1e6*g_law:.4f} mS/um")
print(f"Resistance x width, law: {ohm_um(g_law):.1f} ohm um")
print(f"Resistance x width, finite ramp: {ohm_um(g_ramp):.1f} ohm um")
print(f"Resistance x width, tanh profile: {ohm_um(g_round):.1f} ohm um")
print(f"Resistance x width, all modes open: {ohm_um(g_open):.1f} ohm um")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {1000*kt:.2f} meV")
print(f"Resistance x width, ramp, thermal: {ohm_um(g_hot):.1f} ohm um")
print(f"Largest band warping at kF: {100*warping:.2f} %")
print(f"Mobility: {mobility:.0f} cm2/Vs")
print(f"Mean free path in leads: {path:.0f} nm")
print(f"Mean free path at wavenumber 1/l: {path_mid:.0f} nm")
print(f"Density gradient n': {gradient:.3e} nm^-3")
print(f"Screening estimate, length x*: {x_star:.2f} nm")
print(f"Screening estimate, field: {10*field_star:.4f} MV/cm")
print(f"Screening estimate, field ratio: {field_star/field:.2f}")
print(f"Screening estimate, T at 20 deg: {law_star[2]:.3f}")
print(f"Screening estimate, R x width: {ohm_um(g_star):.0f} ohm um")
print("all assertions hold")
```

It prints:

```
Uniform field, largest relative error of T: 9.7e-05
Uniform field, relative change with energy: 2.1e-04
Mode sum l*integral T dk (law: 1): 0.99999
Fano factor, numerical: 0.2929
Fano factor, law: 0.2929
End correction of T, example ramp, q<=0.9: 6.75 %
End correction of T, ramp 4x longer: 0.100 %
Band velocity: 1.00e+06 m/s
hbar v: 0.6582 eV nm
Lead potential U0: 0.150 eV
Junction width d: 50.0 nm
Potential slope F: 6.000 meV/nm
Junction field F/e: 0.0600 MV/cm
Length l: 10.474 nm
Half width d/(2l): 2.387
Fermi wavenumber: 0.2279 1/nm
kF d: 11.395
Carrier density in each lead: 1.653e+12 cm^-2
Angle where the law gives T = 1/e: 13.67 deg
T at 0 deg: law 1.0000, ramp 1.0000, tanh 1.0000
T at 10 deg: law 0.5829, ramp 0.5795, tanh 0.5805
T at 20 deg: law 0.1232, ramp 0.1167, tanh 0.1155
T at 30 deg: law 0.0114, ramp 0.0103, tanh 0.0083
Conductance per width, law: 2.3547 mS/um
Resistance x width, law: 424.7 ohm um
Resistance x width, finite ramp: 428.4 ohm um
Resistance x width, tanh profile: 429.2 ohm um
Resistance x width, all modes open: 89.0 ohm um
Temperature: 300 K
Thermal energy kT: 25.85 meV
Resistance x width, ramp, thermal: 423.0 ohm um
Largest band warping at kF: 0.82 %
Mobility: 50000 cm2/Vs
Mean free path in leads: 750 nm
Mean free path at wavenumber 1/l: 314 nm
Density gradient n': 6.612e-04 nm^-3
Screening estimate, length x*: 7.84 nm
Screening estimate, field: 0.1072 MV/cm
Screening estimate, field ratio: 1.79
Screening estimate, T at 20 deg: 0.310
Screening estimate, R x width: 318 ohm um
all assertions hold
```
